Thermal tensile strain of a relaxed germanium film on silicon

Before computing the bands of a germanium film on silicon, one must decide which in-plane lattice constant to impose on the germanium cell. Three candidates suggest themselves. The silicon constant would compress germanium by about 4 percent. The free germanium constant would leave it unstrained, which seems right for a film described as fully relaxed. The third choice is a germanium cell stretched by about 0.2 percent. For a film that relaxed at its growth temperature and was then cooled by 600 K, the third choice is the right one.

**The estimate on the back of an envelope**

Germanium expands more than silicon when heated, so it also shrinks more when cooled. Take the difference of the two linear expansion coefficients, averaged over the cooling interval, as

Δα = α_Ge − α_Si = 3.3×10⁻⁶ per kelvin.

Suppose that the film carries no elastic strain at the growth temperature. During cooling by ΔT = 600 K, a free germanium film would shrink more than the silicon by the fraction Δα ΔT. The film is bonded to a wafer hundreds of times thicker, so it has to follow the wafer. It is left longer than it would like to be by that same fraction:

ε ≈ Δα ΔT = 3.3×10⁻⁶ × 600 = 1.98×10⁻³ ≈ 0.2 percent.

The strain is positive, which here means tension. It is the same along both in-plane directions, because thermal expansion in a cubic crystal is the same in all directions.

The words "fully relaxed" describe the state at growth. Misfit dislocations have then removed the strain due to the different lattice constants. If no more dislocations form or move during cooling, nothing removes the new strain. Both steps are idealisations. A Matthews–Blakeslee force balance leaves about 0.02 percent of compression in a 1 µm film even in equilibrium. It also puts the critical thickness for a strain of 0.2 percent near 70 nm, so a 1 µm film keeps its tension only because dislocations become slow on cooling.

**The clamping condition, derived**

Define the expansion coefficient of each material by

d(ln L) = α(T) dT,

where L is the length of a free body. Let the film and the wafer have the common length L₀ at the growth temperature T_g, with the film unstrained. Integrating down to the final temperature T_f gives the lengths that the two bodies would have if they were separated:

L_Ge = L₀ exp(−∫ α_Ge dT),
L_Si = L₀ exp(−∫ α_Si dT).

Both integrals run from T_f up to T_g, so they are positive, and the minus signs express contraction.

Measure the film's elastic strain from free germanium at the final temperature. If the wafer is so thick that the film cannot deform it, the bonded film has length L_Si, and therefore

1 + ε = L_Si / L_Ge = exp(∫ (α_Ge − α_Si) dT).

The germanium coefficient enters with a plus sign because the germanium length, which shrinks on cooling, stands in the denominator. Since germanium contracts more than silicon, the exponent is positive, and so is the strain. With Δα defined as the mean of the difference over the interval, the integral equals Δα ΔT, and

ε = exp(Δα ΔT) − 1 = Δα ΔT + (Δα ΔT)²/2 + …

The second-order term is (1.98×10⁻³)²/2 = 2.0×10⁻⁶, a thousandth of the first. The linear estimate is therefore sufficient.

Within this model the result depends on the mean mismatch and not on how the mismatch varies along the way. As an illustration, let α_Si rise linearly from 2.6×10⁻⁶ per kelvin at 300 K to 4.1×10⁻⁶ at 900 K, while the mismatch falls along half a cosine wave from 3.6×10⁻⁶ to 3.0×10⁻⁶. Its mean is still 3.3×10⁻⁶. Shrinking the two free lengths numerically in steps of 0.01 K and taking their ratio gives a strain of 0.1982 percent, the same as the exponential formula. The cosine shape is invented for the test and does not describe the real mismatch.

**Normal strain and stress**

The film is held in its plane, but its top surface is free. Let z be the surface normal of a (001) film, and let x and y lie along the cubic axes. With equal in-plane strains ε and no shear, Hooke's law for a cubic crystal reads

σ_zz = 2C₁₂ ε + C₁₁ ε_zz,
σ_xx = (C₁₁ + C₁₂) ε + C₁₂ ε_zz.

No force acts on the free surface, so σ_zz = 0. The first equation then gives

ε_zz = −2(C₁₂/C₁₁) ε.

Putting this into the second equation gives

σ_xx = M ε, with M = C₁₁ + C₁₂ − 2C₁₂²/C₁₁.

By symmetry σ_yy has the same value. M is called the biaxial modulus.

Rough room-temperature stiffnesses for germanium are C₁₁ = 129 GPa and C₁₂ = 48 GPa. They give

M = 129 + 48 − 2 × 48²/129 = 141 GPa,
ε_zz = −(2 × 48/129) × 0.198 percent = −0.147 percent,
σ_xx = 141 GPa × 0.00198 = 0.28 GPa.

The film is stretched in its plane and thinned along its normal. A cell that is expanded equally in all three directions would represent a different state, one with tensile stress on the free surface as well.

**How much does the wafer yield?**

The wafer has a finite thickness, so the film compresses it slightly and bends it. Let h_f and h_s be the thicknesses of film and wafer, with h_f much smaller than h_s, and let M_f and M_s be their biaxial moduli. Measure z from the middle of the wafer, with the film at z = h_s/2. Relative to a free wafer at the final temperature, let the in-plane strain be

e(z) = e₀ + κz.

Here e₀ is a uniform strain and κ describes bending. The film strain, to first order in small quantities, is

ε_f = ε + e₀ + κh_s/2.

A layer under equal biaxial strain e stores the energy density (σ_xx e + σ_yy e)/2 = Me². The energy per unit area is the integral of this density through the wafer plus the film's share. The term linear in z integrates to zero, leaving

U = M_s (h_s e₀² + κ²h_s³/12) + M_f h_f ε_f².

Equilibrium requires U to be stationary with respect to e₀ and κ:

2M_s h_s e₀ + 2M_f h_f ε_f = 0,
M_s κh_s³/6 + M_f h_f h_s ε_f = 0.

With the abbreviation r = M_f h_f/(M_s h_s), these equations give

e₀ = −r ε_f,
κ = −6r ε_f/h_s.

At the film, the wafer strain is therefore e₀ + κh_s/2 = −rε_f − 3rε_f = −4rε_f. Inserting this into the definition of ε_f gives

ε_f = ε − 4rε_f, so ε_f = ε/(1 + 4r) ≈ ε(1 − 4r).

Uniform compression contributes one quarter of the loss and bending three quarters. If the wafer is held flat, κ = 0 and the loss falls to the fraction r. The negative κ means that the wafer is shortest on the film side, so that side becomes concave.

For a 1 µm film on a 725 µm wafer, use the rough silicon values C₁₁ = 166 GPa and C₁₂ = 64 GPa, which give M_s = 181 GPa. Then

4r = 4 × 141 × 1/(181 × 725) = 0.0043.

The film loses 0.43 percent of its strain, not 0.43 percentage points. The corresponding radius of curvature is

1/|κ| ≈ M_s h_s²/(6M_f h_f ε) = 57 m.

The clamped-film picture is thus very good for a full wafer. It fails well before the silicon is as thin as the germanium: if the silicon is only ten times thicker than the film and free to bend, the film loses about 27 percent of its mean strain. This figure assumes small spherical bending, which for 1 µm on 10 µm holds only for pieces below roughly half a millimetre across. A wide sheet curls into a cylinder instead, and the film then loses about 32 percent along the curved direction and 7 percent along the axis. For two layers held flat, with uniform strain in each, the same force balance gives ε_f = ε/(1 + r) at any thickness ratio. When the germanium is much the thicker layer, r is large and the film strain tends to zero: the germanium then sets the length and the silicon is compressed.

**If the film was not fully relaxed**

The lattice mismatch is much larger than the thermal strain, so a small unrelaxed part of it matters. With rough room-temperature lattice constants a_Ge = 0.5658 nm and a_Si = 0.5431 nm, germanium forced to the silicon constant has the strain

f = a_Si/a_Ge − 1 = −4.01 percent.

Suppose that a strain ε_res remains at the growth temperature. The free germanium length corresponding to L₀ is then L₀/(1 + ε_res), and the ratio of lengths after cooling becomes

1 + ε_total = (1 + ε_res) exp(Δα ΔT).

For small strains the two contributions add. If one percent of the mismatch is left, ε_res = −0.040 percent and the final strain is 0.158 percent. This uses the room-temperature mismatch. At growth the mismatch is about −4.2 percent, because germanium has expanded more than silicon, but for one percent of it the difference is only 0.002 percentage points. If about 5 percent of the mismatch stays unrelaxed, it cancels the thermal tension.

The opposite limit is a film that never relaxes. It keeps the silicon in-plane constant at every temperature, so its strain at room temperature is f = −4.01 percent. The formula agrees: the growth mismatch of about −4.2 percent and the thermal strain of about +0.2 percent combine to give f. For such a film, adding 0.2 percent to the room-temperature mismatch would count the thermal effect twice.

**When does the strain begin to build up?**

The temperature drop that matters starts where plastic relaxation stops, which need not be the growth temperature. If dislocations keep the film unstrained down to a temperature T_lock, and do not move below it, then

ε ≈ Δα (T_lock − T_f),

where Δα is now the mean mismatch between T_f and T_lock.

For growth at 900 K and relaxation that continues down to 800 K, the effective drop to 300 K is 500 K, and the strain is 0.165 percent if the mean mismatch over this shorter interval is still 3.3×10⁻⁶ per kelvin. A sharp locking temperature is a simplification, since dislocation motion slows down gradually. It still shows the size of the effect: with a constant mismatch of that size, each 100 K of continued relaxation removes about 0.033 percentage points. In commonly used expansion fits the mismatch rises toward 4×10⁻⁶ per kelvin near 900 K, and the first 100 K then remove nearer 0.04 percentage points.

**Comparing the estimate with its corrections**

With the other inputs held fixed in each case, the strain of 0.198 percent changes as follows:

- The second-order term adds 0.0002 percentage points.
- The finite wafer removes 0.43 percent of the strain, or about 0.001 percentage points.
- A mean mismatch larger by 0.3×10⁻⁶ per kelvin adds 0.018 percentage points.
- Relaxation through the first 100 K of cooling removes 0.033 percentage points.
- One percent of unrelaxed lattice mismatch removes 0.040 percentage points.

The first two corrections are negligible beside the uncertainty about dislocations and expansion data. "About 0.2 percent" is therefore the proper precision, and further digits serve only to follow the arithmetic.

The numbers belong to the regime of germanium photodetector layers on silicon. A thickness near 1 µm and a growth temperature near 900 K are rough typical values for such layers, and tensile strains of one to three tenths of a percent have been reported for them. One assumption open to doubt in a real layer is that relaxation is complete at growth and then stops at once. Taken one at a time, the two cases above, one percent of unrelaxed mismatch and relaxation through the first 100 K, lower the estimate to 0.158 and 0.165 percent. An anneal above the growth temperature can raise it, if the film relaxes again during the anneal, because the cooling then starts from a higher temperature. The model also takes the film to be much wider than it is thick. Near the sidewall of a narrow mesa the strain is no longer uniform, since no force acts on the free wall.

**Reading a measured lattice constant**

For the ideal film, the lattice constants after cooling are

in plane: a_par = a_Ge(1 + ε) = 0.5669 nm,
along the normal: a_perp = a_Ge(1 + ε_zz) = 0.5650 nm.

The degree of relaxation is often expressed as

R = (a_par − a_Si)/(a_Ge − a_Si).

It is zero for a film matched to silicon and one for free germanium. Substituting a_par gives

R = 1 + ε a_Ge/(a_Ge − a_Si) = 1 + 0.00198 × 0.5658/0.0227 = 1.049.

An apparent relaxation of 104.9 percent does not mean that the dislocations have overshot. In this model they removed the mismatch completely at growth, and the excess over 100 percent is the thermal tension.

**Setting up the cell**

If the cell is to be relaxed along the normal, the quantity to carry into a first-principles calculation is the strain, not the measured in-plane constant. An approximate functional has its own equilibrium constant a_calc, at which its germanium is free of stress. The in-plane constant of the cell should therefore be

a_cell = a_calc(1 + ε).

The normal axis is then relaxed until σ_zz vanishes. A good starting value is a_calc(1 + ε_zz), which is 0.147 percent below a_calc with the rough stiffnesses used here.

Suppose instead that the measured in-plane constant is imposed, and that the functional makes germanium one percent too large, so that a_calc = 1.01 a_Ge. The strain felt by the computed crystal is then

a_Ge(1 + ε)/(1.01 a_Ge) − 1 = 1.00198/1.01 − 1 = −0.79 percent.

The film is meant to be in tension, but the cell is in compression, and by four times the intended amount. Relaxing the normal axis would then lengthen it, so the tetragonal distortion, and with it the order of the split valence bands, would have the wrong sign. Imposing both measured constants, a_par and a_perp, without relaxation keeps the right distortion, and such a cell must be compared with a cubic cell at the measured a_Ge. With either choice only the difference between strained and free cells is meaningful. A constant one percent too large means three percent in volume, which lowers the direct gap by roughly 0.3 eV, several times the few hundredths of an electronvolt that the film strain causes.

The reference cell must also be relaxed well enough to resolve so small a strain. The whole in-plane stress is 0.28 GPa. In the linear regime, an equal biaxial stress of 0.03 GPa left by mistake in the reference cell would shift the in-plane strain by about a tenth of its intended value; a hydrostatic stress of that size, the kind a cubic cell carries, would shift it by about 7 percent. The stress should therefore be converged well below that level, with the same basis and sampling settings in the free and strained cells.

This procedure imposes the in-plane elastic strain of the film at the final temperature. The normal strain then follows from the elastic constants that the functional gives. A static calculation still leaves out the thermal expansion of free germanium and the effect of lattice vibrations on its bands. If those matter for the property sought, they need a separate treatment, because the 0.2 percent describes only the stretch imposed by the silicon.
